# Source cooling and excess drain heating in a ballistic transistor, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong without the result

A transistor carrying current $I$ at voltage $V$ takes up electrical power $IV$. To find its temperatures, one must also know where this power becomes heat. In a ballistic transistor the electrons cross the channel without losing energy, so the channel is not the place. A natural guess is then that each contact receives half of the power.

The guess can fail badly. In the device worked out in the second half, the electrical power is 2.93 nW, so an equal split would put 1.46 nW into each contact. The calculated flows are 4.39 nW into the drain and 1.46 nW out of the source. The drain receives three times the guessed heat, and for the source the guess has the wrong sign. A thermal model built on the equal split would give the right total and the wrong temperature at both ends.

The total electrical power fixes the sum of the two contact heats. Their separate values depend on the energy at which electrons cross.

## Setting, signs and units

Two large contacts, the source S and the drain D, are joined by a channel. Each contact has a Fermi level, $\mu_S$ or $\mu_D$, by which we mean its electrochemical potential at its working temperature. The bias is

$$V=\mu_S-\mu_D>0 .$$

The algebra uses atomic units, in which $\hbar=1$ and the elementary charge is 1. A voltage and the corresponding electron energy are then the same number. The current $I$ counts electrons per unit time from source to drain. The conventional electric current runs the other way, but the power $IV$ is positive in either description.

A contact heat $Q_S$ or $Q_D$ is a rate, and it is positive when the electrons deliver heat to that contact. A negative $Q_S$ therefore means that electrons extract heat from the source.

The assumptions at this point are these:

1. Each contact is large enough to keep a thermal distribution while current flows. At first both have temperature $T$.
2. Electrons cross elastically and independently of one another. Interactions enter through a fixed potential, which is a mean-field description.
3. The gate potential is constant in time and no current passes through the gate, so the gate supplies no power in the steady state.

Numbers for the device are in eV, nm, K, nA and nW. They combine conveniently: a current of 1 nA in which each electron carries 1 eV transports 1 nW.

## Heat taken or left by one electron

Let one electron leave the source at energy $E$ and enter the drain at the same energy. The source has lost one electron and the energy $E$. In the steady state the external wire replaces the electron. We idealize the wire as supplying electrons at the Fermi level, so the replacement brings energy $\mu_S$. The source again has its original number of electrons, but its energy has changed by

$$-E+\mu_S=-(E-\mu_S).$$

To return the source to its original state, its surroundings must supply the heat $E-\mu_S$. This is the heat extracted by the electron.

At the drain the electron brings energy $E$, and the wire removes an electron at energy $\mu_D$. The energy left behind is

$$E-\mu_D .$$

This has to be carried away as heat if the drain is to stay in the same state.

The same rule follows from thermodynamics. For a contact of fixed volume with energy $U$, electron number $N$ and entropy $S$,

$$dU=T\,dS+\mu\,dN ,$$

so the heat is $T\,dS=dU-\mu\,dN$. For the source, $dU=-E$ and $dN=-1$, which gives $-E+\mu_S$. For the drain, $dU=E$ and $dN=1$, which gives $E-\mu_D$.

The sum of the two heats for one crossing is

$$-(E-\mu_S)+(E-\mu_D)=\mu_S-\mu_D=V .$$

The crossing energy has cancelled. Each electron turns the electrical work $V$ into heat, whatever its energy, while $E$ decides how that heat is shared. If $E>\mu_S$, the source share is negative and the drain share must exceed $V$.

An electron above the Fermi level is available because the source is warm. When such electrons leave and are replaced at the Fermi level, the source distribution loses part of its thermal tail. Collisions inside the contact rebuild the tail by drawing energy from the other electrons and from the lattice. This is the cooling by evaporation of a liquid, with the channel selecting which electrons escape.

## From one electron to a current

We need the net number of crossings at each energy. Consider one transverse mode of a contact. A length $\ell$ contains $\ell\,dk/(2\pi)$ states of one spin in the wave-number interval $dk$, so the density per unit length is $dk/(2\pi)$. These states move with velocity $v=dE/dk$. The rate at which they can deliver electrons to the channel is

$$v\,\frac{dk}{2\pi}=\frac{dE}{dk}\frac{dk}{2\pi}=\frac{dE}{2\pi}.$$

The velocity has cancelled the density of states. Two spins double the rate to $dE/\pi$.

The states arriving from contact $j$ are filled with probability

$$f_j(E)=\frac{1}{e^{(E-\mu_j)/kT}+1},\qquad j=S,D,$$

where $k$ in the product $kT$ is Boltzmann's constant. Let $\mathcal T(E)$ be the probability that an electron from the source is transmitted.

The probability from the drain is the same. To see this, write the outgoing flux amplitudes as a $2\times2$ matrix acting on the incoming ones,

$$\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.$$

Elastic scattering conserves flux, so this matrix is unitary. Its first column has unit length, $|r|^2+|t|^2=1$, and so has its first row, $|r|^2+|t'|^2=1$. Hence $|t|^2=|t'|^2=\mathcal T$.

Subtracting the flow from the drain from that from the source gives

$$I=\frac1\pi\int \mathcal T(E)\,F(E)\,dE,\qquad F(E)=f_S(E)-f_D(E).$$

In ordinary units the prefactor $1/\pi$ becomes $2e/h$ for the electric current, with energy integrated in joules.

At equal temperatures, $\mu_S>\mu_D$ makes $(E-\mu_S)/kT$ smaller than $(E-\mu_D)/kT$ at every energy. Since the Fermi function decreases with its argument, $F(E)>0$. The current therefore runs from source to drain for any transmission that is not zero everywhere.

## The two contact heats

Each net crossing at energy $E$ brings the heats found above. Reflected electrons return with their original energy and add nothing. Therefore

$$Q_S=-\frac1\pi\int \mathcal T(E)(E-\mu_S)F(E)\,dE,$$

$$Q_D=+\frac1\pi\int \mathcal T(E)(E-\mu_D)F(E)\,dE .$$

Adding them gives

$$Q_S+Q_D=\frac1\pi\int \mathcal T(E)\,[-(E-\mu_S)+(E-\mu_D)]\,F(E)\,dE .$$

The square bracket is $V$, a constant, so

$$Q_S+Q_D=\frac V\pi\int\mathcal T(E)F(E)\,dE=IV .$$

This balance needs no assumption about the shape of $\mathcal T(E)$.

It is useful to define the mean crossing energy, weighted by the net current,

$$\bar E=\frac{\int E\,\mathcal T F\,dE}{\int \mathcal T F\,dE}.$$

Dividing each heat by $I$ then gives

$$Q_S=-(\bar E-\mu_S)I,\qquad Q_D=(\bar E-\mu_D)I .$$

The source is cooled by the electrons if $\bar E>\mu_S$. Under the same condition the drain receives more than $IV$, because $Q_D=IV-Q_S$.

## Transmission at one energy

Suppose $\mathcal T(E)$ differs from zero only in a window of width $\delta$ centred on $E_0$. At equal temperatures the weight $\mathcal T F$ is nowhere negative, so $\bar E$ is an ordinary average over the window and

$$|\bar E-E_0|\le\frac{\delta}{2}.$$

As the window narrows, with its position held fixed, $\bar E$ tends to $E_0$. The contact heats become

$$\boxed{Q_S=-(E_0-\mu_S)I,\qquad Q_D=IV+(E_0-\mu_S)I.}$$

The second formula follows from $E_0-\mu_D=(E_0-\mu_S)+(\mu_S-\mu_D)$. If the whole window lies above $\mu_S$, the source is cooled even before the narrow limit is taken.

The position of the level gives three cases at equal temperature:

- For $E_0>\mu_S$, the source is cooled and the drain receives more than $IV$.
- For $\mu_D<E_0<\mu_S$, both contacts are heated and share $IV$. A level at the midpoint gives $IV/2$ to each.
- For $E_0<\mu_D$, the drain is cooled and the source receives more than $IV$.

The equal split of the opening is thus correct for one special level position. The third case is the first with electrons replaced by holes.

There is a price for raising the level. For $E_0-\mu_S\gg kT$ the source occupation is approximately $e^{-(E_0-\mu_S)/kT}$. At fixed $T$, and with $V\gg kT$ so that the return flow is negligible, the cooling rate varies as $y e^{-y}$ with $y=(E_0-\mu_S)/kT$. Each electron carries more heat, but fewer electrons are available.

## A level of finite width

A level coupled to two contacts has a width $\Gamma$, because an electron on it can escape. If the escape rates do not depend on energy, the transmission is a Lorentzian with peak value $\mathcal T_p$,

$$\mathcal T(E)=\mathcal T_p\frac{\Gamma^2/4}{(E-E_0)^2+\Gamma^2/4}.$$

Its tails extend below $\mu_S$, where many electrons are available. They shift $\bar E$. By definition,

$$\bar E-E_0=\frac{\int (E-E_0)\mathcal T F\,dE}{\int\mathcal T F\,dE}.$$

For small $\Gamma$ the denominator is dominated by the peak. The area of the Lorentzian is $\pi\Gamma\mathcal T_p/2$, so the denominator tends to $\pi\Gamma\mathcal T_pF(E_0)/2$. In the numerator, the factor $(E-E_0)/[(E-E_0)^2+\Gamma^2/4]$ tends to the principal value of $1/(E-E_0)$. To leading order in $\Gamma$,

$$\bar E-E_0=\frac{\Gamma}{2\pi F(E_0)}\,\mathrm{P}\!\!\int\frac{F(E)}{E-E_0}\,dE .$$

The sign can be found without evaluating the integral. Put $E_m=(\mu_S+\mu_D)/2$, $x=(E-E_m)/kT$ and $a=V/(2kT)$. With $1/(e^z+1)=[1-\tanh(z/2)]/2$,

$$F=\frac12\left[\tanh\frac{x+a}{2}-\tanh\frac{x-a}{2}\right]=\frac{\sinh a}{\cosh x+\cosh a}.$$

Thus $F$ is symmetric about $E_m$ and falls on either side. Combining points at distance $u$ above and below $E_0$ gives

$$\mathrm P\!\!\int\frac{F(E)}{E-E_0}dE=\int_0^\infty\frac{F(E_0+u)-F(E_0-u)}{u}\,du .$$

For $E_0>E_m$, the point $E_0-u$ is closer to $E_m$ than $E_0+u$ is, so the integrand is negative. In this model the tails lower the mean energy and weaken the source cooling. They can reverse it in two cases: when $E_0$ is only slightly above $\mu_S$, and when it is so far above that very few electrons have the energy of the peak. In the second case the occupation at the peak has fallen exponentially with height, while the Lorentzian tails have fallen only as a power. For $\Gamma=0.09\,kT$ and $V=3.87\,kT$, this second reversal comes at a level height of about $10\,kT$.

## A test that starts from the contacts

The transmission integrals can be tested against the definition of heat. Take two chains of 500 sites as contacts and join them through one level. Energies are in units of the hopping between neighbouring sites, $\hbar=1$, and one spin is kept, so the prefactor $1/\pi$ becomes $1/(2\pi)$. The source Fermi level is zero, $kT=0.2$ and $V=0.5$. The hopping between the level and each chain is 0.12.

The chains start in thermal states and evolve under the Schrödinger equation. Between times 200 and 450, the changes of energy and number in each chain give $dU-\mu\,dN$ directly. The fastest waves cover two sites per unit time, so a disturbance needs time 500 to reach the far end and return. The interval ends before that.

For a level at 0.3, the evolution moves 0.5760 electrons. The heats are $-0.1466$ in the source and $0.4346$ in the drain, while the electrical work is $0.2880$. The transmission integrals give the same values to the four decimals shown. The drain heat exceeds the work by the heat taken from the source.

If each chain is then described by the thermal distribution with its own energy and electron number, $kT$ has changed over the interval by $-0.00271$ in the source and by $+0.00709$ in the drain. One isolated contact has become colder and the other hotter.

For a level at $-0.25$, midway between the Fermi levels, both chains receive $0.4696$, half of the work $0.9391$. The source cooling has disappeared, as the sign rule requires.

The first case also shows the effect of width. Its heat per electron is $0.1466/0.5760=0.2545$, below the level energy by 0.0455. With couplings 0.06 and 0.03 the mean energy lies below the level by 0.0120 and 0.0030. Halving the coupling divides $\Gamma$, which is proportional to its square, by four; the last two shifts have the ratio 3.9. The chain also displaces the resonance itself by an amount proportional to the coupling squared, so this tests the scaling of the total shift.

# Second half: entropy, a device and its temperatures

## Symbols and results carried over

The source and drain have Fermi levels $\mu_S$ and $\mu_D$, with $V=\mu_S-\mu_D>0$. The electron current from source to drain is $I$, in atomic units. Heats $Q_S$ and $Q_D$ are positive when delivered to a contact, $f_S$ and $f_D$ are the contact occupations, and $\mathcal T(E)$ is the transmission probability. For elastic crossing at energy $E_0$,

$$Q_S=-(E_0-\mu_S)I,\qquad Q_D=(E_0-\mu_D)I,\qquad Q_S+Q_D=IV .$$

For a spread of energies, $E_0$ is replaced by the current-weighted mean $\bar E$. We now write $\Delta=E_0-\mu_S$ for the height of the level above the source Fermi level, and take $\Delta>0$.

## Why the cooling obeys the second law

At equal temperatures the entropy of the two contacts grows at the rate

$$\frac{Q_S}{T}+\frac{Q_D}{T}=\frac{IV}{T}>0 .$$

The source loses entropy, but the drain gains more. The electrical supply drives a heat pump.

Its coefficient of performance is the heat extracted divided by the work supplied,

$$\frac{-Q_S}{IV}=\frac{\Delta}{V}.$$

This grows without limit as $V\to0$ at equal temperatures, which is allowed because moving heat between equal temperatures requires no minimum work. The current and the cooling rate vanish in the same limit.

Now let the temperatures be $T_S$ and $T_D$. At the level, the occupations depend on

$$x_S=\frac{\Delta}{kT_S},\qquad x_D=\frac{\Delta+V}{kT_D}.$$

The entropy production becomes

$$\frac{Q_S}{T_S}+\frac{Q_D}{T_D}
=I\left(\frac{\Delta+V}{T_D}-\frac{\Delta}{T_S}\right)=kI(x_D-x_S).$$

If $x_D>x_S$, then $f_S>f_D$ and $I>0$. If $x_D<x_S$, both $I$ and the bracket are negative. The product is never negative.

With $\Delta$, $V$ and $T_D$ held fixed, cooling the source lowers $f_S$ until the current stops at $x_S=x_D$:

$$\frac{T_S}{T_D}=\frac{\Delta}{\Delta+V}.$$

At this point $T_D-T_S=T_DV/(\Delta+V)$, so

$$\frac{T_S}{T_D-T_S}=\frac{\Delta}{V}.$$

The left side is the Carnot limit for a refrigerator. The one-energy channel reaches it where its current vanishes, and there it pumps no heat.

For the chain model with level 0.3, bias 0.1, coupling 0.03 and drain $kT=0.2$, the transmission integral gives zero current at $T_S/T_D=0.7486$. The formula gives $0.3/0.4=0.7500$. The small difference is that of a level with finite width.

The energy at which electrons cross fixes how the power $IV$ is shared between the contacts, and electrons crossing above the source Fermi level cool the source without violating the second law. It remains to treat transistors that pass many energies, to work out a double-barrier device, and to find whether its source actually becomes colder once the lattice conducts heat back.
